# Phonon transmission across a joint between light and heavy harmonic chains: verification in Python

```python
"""
Phonon transmission between two semi-infinite harmonic chains.
Atoms n <= 0 have mass m, atoms n >= 1 have mass 4m, all springs are K.
Result under test, with x = omega / sqrt(K/m) (x = 1: heavy-chain cutoff):
    T = 8 c1 c2 / (2 c1 + c2)^2,  c1 = sqrt(1-x^2/4),  c2 = sqrt(1-x^2),
    T -> 8/9 for x -> 0, and T = 0 for 1 <= x < 2.
theta1, theta2: phase advance per atom in the light and heavy chain.
Internal calculations use K = m = 1; SI units enter in the example.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

ETA = 1e-11  # tiny positive imaginary frequency selecting outgoing waves


def transmission_formula(x):
    x = np.asarray(x, dtype=float)
    c1 = np.sqrt(np.maximum(1 - x**2 / 4, 0))
    c2 = np.sqrt(np.maximum(1 - x**2, 0))
    return 8 * c1 * c2 / (2 * c1 + c2)**2


def bloch_factor(d):
    """Outgoing solution of d = 2 - factor - 1/factor."""
    theta = 2 * np.arcsin(np.sqrt(d) / 2)
    theta = np.where(theta.imag < 0, -theta, theta)
    return np.exp(1j * theta)


def scatter(x, left=1.0, right=4.0, joint=1.0, transverse=0.0,
            depth=0.0, pump=0.0, order=0):
    """Solve the equations of motion of the two atoms at the joint.
    The joint spring is joint*(1 + depth*cos(pump*t)); transverse is an
    added restoring constant on every atom, used for oblique waves.
    Returns transmitted power, reflected power, conserved flux sum
    (each relative to the incident wave), and displacement of atom 0."""
    k = np.arange(-order, order + 1)
    freq = x + k * pump
    d1 = left * (freq + 1j * ETA)**2 - transverse
    d2 = right * (freq + 1j * ETA)**2 - transverse
    f1, f2 = bloch_factor(d1), bloch_factor(d2)
    size = len(k)
    spring = joint * (np.eye(size) + depth / 2 *
                      (np.eye(size, k=1) + np.eye(size, k=-1)))
    matrix = np.block([[np.diag(d1 - 1 + f1) - spring, spring],
                       [spring, np.diag(d2 - 1 + f2) - spring]])
    source = np.zeros(2 * size, dtype=complex)
    source[order] = -(1 / f1[order] - f1[order])
    u = np.linalg.solve(matrix, source)
    u0, u1 = u[:size], u[size:]
    u2 = f2 * u1
    # mean power = Re(conj(force) * velocity) / 2 in a bond
    power_right = 0.5 * np.real(np.conj(u1 - u2) * (-1j * freq * u2))
    wave0, wave1 = 1.0, f1[order]
    power_in = 0.5 * np.real(np.conj(wave0 - wave1) * (-1j * x * wave1))
    reflected = u0 - (k == 0)
    power_left = 0.5 * freq * abs(reflected)**2 * f1.imag
    flux = np.sum((power_right + power_left) / freq) / (power_in / x)
    return (power_right.sum() / power_in, power_left.sum() / power_in,
            flux, u0[order])


# ---- Full curve, amplitude, impedance form, reciprocity, energy balance
grid = np.linspace(0.02, 0.99, 50)
curve = []
for x in grid:
    T, R, _, u0 = scatter(x)
    th1, th2 = 2 * np.arcsin(x / 2), 2 * np.arcsin(x)
    t = 2j * np.sin(th1) / (np.exp(1j * th2) - np.exp(-1j * th1))
    z1, z2 = 1 / np.cos(th1 / 2), 2 / np.cos(th2 / 2)
    assert abs(T - transmission_formula(x)) < 1e-6
    assert abs(T - np.sin(th1) * np.sin(th2)
               / np.sin((th1 + th2) / 2)**2) < 1e-6
    assert abs(T - 4 * z1 * z2 / (z1 + z2)**2) < 1e-6
    assert abs(u0 - t) < 1e-6
    assert abs(T + R - 1) < 1e-6
    assert abs(T - scatter(x, left=4.0, right=1.0)[0]) < 1e-6
    curve.append(T)
assert np.all(np.diff(curve) < 0)
assert abs(scatter(0.7, right=1.0)[0] - 1) < 1e-6

# ---- Limits, and total reflection above the heavy cutoff
T_low = scatter(1e-3)[0]
assert abs(T_low - 8 / 9) < 1e-6
assert abs((8 / 9 - scatter(0.05)[0]) / 0.05**2 - 1 / 9) < 1e-3
x_edge = 1 - 1e-6
edge_law = 4 / np.sqrt(3) * np.sqrt(1 - x_edge**2)
assert abs(scatter(x_edge)[0] / edge_law - 1) < 5e-3
for x in np.linspace(1.01, 1.99, 30):
    T, R, _, _ = scatter(x)
    assert abs(T) < 1e-7 and abs(R - 1) < 1e-6

# ---- Wave packets evolved by Newton's equations on a finite joined chain
n_left, n_right = 900, 500
site = np.arange(-n_left + 1, n_right + 1)
mass = np.where(site <= 0, 1.0, 4.0)
eigval, modes = eigh_tridiagonal(2 / mass,
                                 -1 / np.sqrt(mass[:-1] * mass[1:]))
mode_freq = np.sqrt(eigval)


def packet_energy_fraction(x):
    """Energy fraction beyond the joint, and the formula's packet average."""
    center, width, step = 2 * np.arcsin(x / 2), 0.02, 2 * np.pi / 4000
    theta = np.arange(center - 10 * width, center + 10 * width, step)
    omega = 2 * np.sin(theta / 2)
    g = np.exp(-(theta - center)**2 / (2 * width**2))
    phase = np.exp(1j * np.outer(site + 400, theta))
    u = np.real(phase @ g)
    v = np.real(phase @ (-1j * omega * g))
    start = 0.5 * np.sum(mass * v**2) + 0.5 * np.sum(np.diff(u)**2)
    a = modes.T @ (np.sqrt(mass) * u)
    b = modes.T @ (np.sqrt(mass) * v)
    time = 400 / np.cos(center / 2) + 500
    cos_t, sin_t = np.cos(mode_freq * time), np.sin(mode_freq * time)
    u = modes @ (a * cos_t + b * sin_t / mode_freq) / np.sqrt(mass)
    v = modes @ (b * cos_t - a * mode_freq * sin_t) / np.sqrt(mass)
    heavy = site >= 1
    energy = (0.5 * np.sum(mass[heavy] * v[heavy]**2)
              + 0.5 * np.sum(np.diff(u[heavy])**2))
    weight = omega**2 * g**2
    expected = np.sum(weight * transmission_formula(omega)) / weight.sum()
    return energy / start, expected


x_trap = np.sqrt(0.8)
packets = [(x,) + packet_energy_fraction(x) for x in (0.3, x_trap, 1.3)]
for x, measured, expected in packets:
    assert abs(measured - expected) < 1e-5
assert packets[2][1] < 1e-8
wrong_z1, wrong_z2 = np.sqrt(1 - x_trap**2 / 4), 2 * np.sqrt(1 - x_trap**2)
T_wrong = 4 * wrong_z1 * wrong_z2 / (wrong_z1 + wrong_z2)**2
assert abs(T_wrong - packets[1][1]) > 0.3

# ---- Example in SI units: rough regime of a heavy-metal contact on silicon
K = 50.0                         # N/m
m = 28.0 * const.atomic_mass     # kg
temperature = 300.0              # K
morse_range = 15e9               # 1/m, rough
rate = np.sqrt(K / m)            # rad/s, heavy-chain cutoff
f_heavy = rate / (2 * np.pi)


def to_x(f_thz):
    return f_thz * 1e12 / f_heavy


x4, x6 = to_x(4.0), to_x(6.0)
th1, th2 = 2 * np.arcsin(x4 / 2), 2 * np.arcsin(x4)
Z1 = np.sqrt(K * m) / np.cos(th1 / 2)
Z2 = np.sqrt(4 * K * m) / np.cos(th2 / 2)
T4, R4, _, t4 = scatter(x4)

# Evanescent decay from a driven finite heavy chain
kappa = 2 * np.arccosh(x6)
heavy_matrix = (np.diag(np.full(80, 4 * x6**2 - 2))
                + np.eye(80, k=1) + np.eye(80, k=-1))
response = np.linalg.solve(heavy_matrix, np.eye(80)[0])
assert abs(response[1] / response[0] + np.exp(-kappa)) < 1e-10
t6 = scatter(x6)[3]

# ---- Neglected effects: softer joint and oblique incidence
T4_soft = scatter(x4, joint=0.5)[0]
assert abs(scatter(1e-3, joint=0.5)[0] - 8 / 9) < 1e-5
nodes, weights = np.polynomial.legendre.leggauss(40)
sin2 = (nodes + 1) / 2           # squared sine of the incidence angle
oblique = np.array([scatter(0.01, transverse=1e-4 * s)[0] for s in sin2])
kz1, kz2 = np.sqrt(1 - sin2), np.sqrt(4 - sin2)
assert np.max(abs(oblique - 4 * kz1 * kz2 / (kz1 + kz2)**2)) < 1e-3
T_angle = np.sum(weights * oblique) / 2

# ---- Neglected effect: anharmonic modulation of the joint bond
kT = const.k * temperature
omega_si = mode_freq * rate
bond = modes[n_left] / 2 - modes[n_left - 1]   # heavy minus light atom
variance = np.sum(const.hbar / (2 * m * omega_si) * bond**2
                  / np.tanh(const.hbar * omega_si / (2 * kT)))
classical = kT / K
quantum_estimate = 1 + 1.25 * (const.hbar * rate / kT)**2 / 12
assert abs(variance / classical - quantum_estimate) < 0.01
s, al = sp.symbols("s alpha", positive=True)
morse = (1 - sp.exp(-al * s))**2
slope = sp.simplify((sp.diff(morse, s, 3) / sp.diff(morse, s, 2)).subs(s, 0))
assert sp.simplify(slope + 3 * al) == 0
stiffness_rms = 3 * morse_range * np.sqrt(variance)
pump_thz = 2.5
drive = dict(depth=np.sqrt(2) * stiffness_rms, pump=to_x(pump_thz))
leak, _, flux, _ = scatter(x6, order=10, **drive)
leak_check = scatter(x6, order=14, **drive)[0]
assert abs(leak - leak_check) < 1e-6
assert abs(flux - 1) < 1e-6

# ---- Numbers for the text
print(f"light mass m = {m / const.atomic_mass:.1f} u")
print(f"heavy mass 4m = {4 * m / const.atomic_mass:.1f} u")
print(f"light mass m = {m:.4e} kg")
print(f"spring K = {K:.1f} N/m")
print(f"sqrt(K/m) = {rate:.4e} rad/s")
print(f"heavy-chain cutoff = {f_heavy / 1e12:.3f} THz")
print(f"light-chain cutoff = {2 * f_heavy / 1e12:.3f} THz")
print(f"T at x = 0.001, joint equations = {T_low:.6f}")
print(f"8/9 = {8 / 9:.6f}")
for f in (1.0, 2.0, 3.0, 4.0, 5.0, 6.0):
    print(f"T at {f:.0f} THz = {abs(scatter(to_x(f))[0]):.4f}"
          f" (x = {to_x(f):.4f})")
print(f"4 THz: c1 = {np.cos(th1 / 2):.4f}, c2 = {np.cos(th2 / 2):.4f}")
print(f"4 THz: theta1 = {th1:.4f} rad, theta2 = {th2:.4f} rad")
print(f"4 THz: Z1 = {Z1:.4e} kg/s")
print(f"4 THz: Z2 = {Z2:.4e} kg/s")
print(f"4 THz: |t|^2 = {abs(t4)**2:.4f}, reflected R = {R4:.4f}")
print(f"6 THz: kappa = {kappa:.4f} per atom")
print(f"6 THz: amplitude ratio per atom = {-np.exp(-kappa):.4f}")
print(f"6 THz: |t|^2 = {abs(t6)**2:.4f} (no mean power)")
for x, measured, expected in packets:
    print(f"packet x = {x:.4f}: energy {measured:.6f},"
          f" formula {expected:.6f}")
print(f"x^2 = 0.8: true T = {scatter(x_trap)[0]:.4f},"
      f" wrong impedance {T_wrong:.4f}")
print(f"half-stiff joint: T at 4 THz = {T4_soft:.4f}")
print(f"angle-averaged long-wave T = {T_angle:.4f}")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT / const.e * 1e3:.2f} meV")
print(f"heavy-cutoff quantum = {const.hbar * rate / const.e * 1e3:.2f} meV")
print(f"classical rms joint stretch = {np.sqrt(classical) * 1e9:.5f} nm")
print(f"quantum rms joint stretch = {np.sqrt(variance) * 1e9:.5f} nm")
print(f"Morse range parameter = {morse_range / 1e9:.1f} per nm (rough)")
print(f"relative rms stiffness change = {stiffness_rms:.3f}")
print(f"modulation frequency = {pump_thz:.1f} THz")
print(f"modulation depth = {drive['depth']:.3f}")
print(f"leaked power at 6 THz / incident = {leak:.4f}")
print("PASS")
```

Running it gives:

```
light mass m = 28.0 u
heavy mass 4m = 112.0 u
light mass m = 4.6495e-26 kg
spring K = 50.0 N/m
sqrt(K/m) = 3.2793e+13 rad/s
heavy-chain cutoff = 5.219 THz
light-chain cutoff = 10.438 THz
T at x = 0.001, joint equations = 0.888889
8/9 = 0.888889
T at 1 THz = 0.8847 (x = 0.1916)
T at 2 THz = 0.8704 (x = 0.3832)
T at 3 THz = 0.8389 (x = 0.5748)
T at 4 THz = 0.7658 (x = 0.7664)
T at 5 THz = 0.4827 (x = 0.9580)
T at 6 THz = 0.0000 (x = 1.1496)
4 THz: c1 = 0.9237, c2 = 0.6424
4 THz: theta1 = 0.7865 rad, theta2 = 1.7465 rad
4 THz: Z1 = 1.6507e-12 kg/s
4 THz: Z2 = 4.7472e-12 kg/s
4 THz: |t|^2 = 0.5506, reflected R = 0.2342
6 THz: kappa = 1.0808 per atom
6 THz: amplitude ratio per atom = -0.3393
6 THz: |t|^2 = 2.6311 (no mean power)
packet x = 0.3000: energy 0.877969, formula 0.877969
packet x = 0.8944: energy 0.638097, formula 0.638097
packet x = 1.3000: energy 0.000000, formula 0.000000
x^2 = 0.8: true T = 0.6400, wrong impedance 1.0000
half-stiff joint: T at 4 THz = 0.5553
angle-averaged long-wave T = 0.7407
temperature = 300 K
thermal energy kT = 25.85 meV
heavy-cutoff quantum = 21.58 meV
classical rms joint stretch = 0.00910 nm
quantum rms joint stretch = 0.00942 nm
Morse range parameter = 15.0 per nm (rough)
relative rms stiffness change = 0.424
modulation frequency = 2.5 THz
modulation depth = 0.599
leaked power at 6 THz / incident = 0.0327
PASS
```
